# The Critical Composition Gradient for a Spherical Silicide Nucleus: verification in Python

```python
"""
Nucleation of a silicide in a parent layer with a composition gradient.
Result under test, for a sphere of radius R that keeps the local composition:
  dG = 4 pi gamma R^2 - (4 pi/3) g R^3 + (2 pi/15) kappa G^2 R^5
has a local minimum only for G < Gc = sqrt(2)/3 * g^1.5/(gamma sqrt(kappa)).
gamma: interface energy, g: largest driving force per volume,
kappa: its curvature in composition per volume, G: gradient of Si fraction.
Also tested: energies of the stationary sizes, the law for any driving force,
and the limit 2 Gc for growth of flat nuclei.
Internal units: nm and eV. Material inputs are rough typical magnitudes.
"""
import numpy as np
from scipy.constants import k as k_B, e as e_charge
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

pi = np.pi

# ---------- inputs ----------
temperature = 773.15                 # K
kT = k_B * temperature / e_charge    # eV
gamma_SI = 0.20                      # J/m^2
gamma = gamma_SI / e_charge * 1e-18  # eV/nm^2
density = 70.0                       # atoms/nm^3
omega = -2.0                         # eV/atom, parent interaction
stiffness = 24.0                     # eV/atom, silicide curvature
c_stoich = 2.0 / 3.0
force_stoich = 0.050                 # eV/atom
c_left, c_right = 0.30, 0.85         # Si fractions at the layer edges
span = c_right - c_left


def parent(c):
    return (kT * (c * np.log(c) + (1 - c) * np.log(1 - c))
            + omega * c * (1 - c))


def silicide(c):
    return (parent(c_stoich) - force_stoich
            + 0.5 * stiffness * (c - c_stoich) ** 2)


def force(c):
    return parent(c) - silicide(c)


def force_slope(c):
    return (kT * np.log(c / (1 - c)) + omega * (1 - 2 * c)
            - stiffness * (c - c_stoich))


c_star = brentq(force_slope, 0.6, 0.8)
f_star = force(c_star)
parent_curv = -2 * omega + kT / (c_star * (1 - c_star))
alpha = stiffness - parent_curv
step = 1e-3
alpha_fd = -(force(c_star + step) - 2 * f_star
             + force(c_star - step)) / step**2
assert abs(alpha_fd / alpha - 1) < 1e-4
best = minimize_scalar(lambda c: -force(c), bounds=(0.6, 0.8),
                       method="bounded", options={"xatol": 1e-10})
assert abs(best.x - c_star) < 1e-6


def parabola(c):
    return f_star - 0.5 * alpha * (c - c_star) ** 2


g = density * f_star
kappa = density * alpha
G_c = np.sqrt(2) / 3 * g**1.5 / (gamma * np.sqrt(kappa))
R_1 = 3 * gamma / g
W_0 = 16 * pi * gamma**3 / (3 * g**2)
unit = 27 * W_0 / 4

# ---------- energy from its definition: quadrature over the sphere ----------
nodes, weights = np.polynomial.legendre.leggauss(20)
t = (0.5 * (nodes + 1))[None, :, None]
wt = (0.5 * weights)[None, :, None]
mu = nodes[None, None, :]
wmu = weights[None, None, :]


def sphere_energy(R, G, law, centre):
    R = np.atleast_1d(np.asarray(R, dtype=float))
    x = R[:, None, None] * t * mu
    inner = np.sum(wt * wmu * t**2 * law(centre + G * x), axis=(1, 2))
    return 4 * pi * gamma * R**2 - density * 2 * pi * R**3 * inner


def polynomial_energy(R, G):
    return (4 * pi * gamma * R**2 - 4 * pi / 3 * g * R**3
            + 2 * pi / 15 * kappa * G**2 * R**5)


radii = np.linspace(0.2, 1.6, 1401) * R_1
direct = sphere_energy(radii, G_c, parabola, c_star)
assert np.max(np.abs(direct - polynomial_energy(radii, G_c))) < 1e-9 * unit

# a displaced centre costs kappa G^2 x0^2 V/2
x0 = 0.3 * R_1
extra = (sphere_energy(R_1, G_c, parabola, c_star + G_c * x0)
         - sphere_energy(R_1, G_c, parabola, c_star))[0]
volume_1 = 4 * pi / 3 * R_1**3
assert abs(extra / (0.5 * kappa * G_c**2 * x0**2 * volume_1) - 1) < 1e-8


# ---------- critical gradient by search for a local minimum ----------
def has_minimum(G, law, centre):
    change = np.diff(sphere_energy(radii, G, law, centre))
    return bool(np.any(change < 0) and change[-1] > 0)


def search_critical(guess, law, centre):
    low, high = 0.93 * guess, 1.07 * guess
    assert has_minimum(low, law, centre)
    assert not has_minimum(high, law, centre)
    for _ in range(16):
        middle = 0.5 * (low + high)
        if has_minimum(middle, law, centre):
            low = middle
        else:
            high = middle
    return 0.5 * (low + high)


G_search = search_critical(G_c, parabola, c_star)
assert abs(G_search / G_c - 1) < 1e-4

# any driving force: critical gradient from the area of its positive window
c_low = brentq(force, 0.5, c_star)
c_high = brentq(force, c_star, 0.95)
c_mid = 0.5 * (c_low + c_high)
G_full = density * quad(force, c_low, c_high)[0] / (4 * gamma)
G_full_search = search_critical(G_full, force, c_mid)
assert abs(G_full_search / G_full - 1) < 1e-4
# other centres lose their minimum at a smaller gradient
for shift in (-0.02, 0.02):
    assert not has_minimum(0.9999 * G_full, force, c_mid + shift)
# for the parabola the driving force vanishes at the poles at G_c
assert abs(parabola(c_star + G_c * R_1)) < 1e-10


# ---------- stationary sizes and energies ----------
def barrier_size(u):
    return 2 / u * np.sin(np.arcsin(u) / 3)


def minimum_size(u):
    return 2 / u * np.cos(np.arccos(-u) / 3)


def stationary_energy(s):
    return 27 / 20 * W_0 * s**2 * (3 - 2 * s)


def numeric_extremum(u, low, high, sign):
    out = minimize_scalar(
        lambda s: sign * sphere_energy(s * R_1, u * G_c, parabola,
                                       c_star)[0],
        bounds=(low, high), method="bounded", options={"xatol": 1e-9})
    return out.x, sign * out.fun


for u in (0.6, 0.75, 0.9, 0.97):
    s_b, s_m = barrier_size(u), minimum_size(u)
    x_b, e_b = numeric_extremum(u, 0.3, 1.0, -1)
    x_m, e_m = numeric_extremum(u, 1.0, 1.8 / u, 1)
    assert abs(x_b - s_b) < 1e-5 and abs(x_m - s_m) < 1e-5
    assert abs(e_b - stationary_energy(s_b)) < 1e-8 * unit
    assert abs(e_m - stationary_energy(s_m)) < 1e-8 * unit

u_zero_search = brentq(lambda u: numeric_extremum(u, 1.0, 1.8 / u, 1)[1],
                       0.7, 0.97)
u_zero = np.sqrt(20 / 27)
assert abs(u_zero_search - u_zero) < 1e-6
barrier_at_Gc = sphere_energy(R_1, G_c, parabola, c_star)[0]
assert abs(barrier_at_Gc / W_0 - 1.35) < 1e-8


# ---------- flat nuclei: threshold for a wide film ----------
def film_energy(half, G):
    x = half * nodes
    gain = density * half * np.sum(weights * parabola(c_star + G * x))
    return 2 * gamma - gain


def best_film(G):
    return minimize_scalar(lambda h: film_energy(h, G),
                           bounds=(0.01 * R_1, 2 * R_1), method="bounded",
                           options={"xatol": 1e-10}).fun


G_film = brentq(best_film, 1.2 * G_c, 3 * G_c)
assert abs(G_film / G_c - 2) < 1e-6


def cylinder_energy(p, half, G):
    return pi * p**2 * film_energy(half, G) + 4 * pi * p * half * gamma


assert cylinder_energy(200 * R_1, R_1 / 1.95, 1.95 * G_c) < 0
assert min(cylinder_energy(p * R_1, h * R_1, 2 * G_c)
           for p in np.logspace(-1, 4, 30)
           for h in np.linspace(0.05, 2, 40)) > 0


# ---------- oblate spheroids, lengths in R_1, energy in 27 W_0/4 ----------
def reduced_area(p, h):
    ecc = np.sqrt(1 - (h / p) ** 2)
    return 0.5 * p**2 + 0.5 * h**2 * np.arctanh(ecc) / ecc


def spheroid_energy(p, h, u):
    return reduced_area(p, h) - p**2 * h + u**2 * p**2 * h**3 / 5


def area_by_angle(p, h, weight):
    def integrand(angle):
        a, b = p * np.cos(angle), h * np.sin(angle)
        nx2 = a * a / (a * a + b * b)
        return (2 * pi * p * np.sin(angle) * np.sqrt(a * a + b * b)
                * weight(nx2))
    return quad(integrand, 0, pi)[0]


p_test, h_test, u_test = 1.7, 0.8, 1.3
area_test = area_by_angle(p_test, h_test, lambda q: 1.0)
assert abs(area_test / (4 * pi * reduced_area(p_test, h_test)) - 1) < 1e-8
bulk = quad(lambda x: pi * p_test**2 * (1 - (x / h_test) ** 2)
            * parabola(c_star + u_test * G_c * x * R_1),
            -h_test, h_test)[0]
energy_test = gamma * R_1**2 * area_test - density * R_1**3 * bulk
assert abs(energy_test / unit
           - spheroid_energy(p_test, h_test, u_test)) < 1e-8

# lateral scaling: S'' - S' = - integral of (1-nx^2)^2
d = 1e-3
S_minus, S_zero, S_plus = [4 * pi * reduced_area(q * p_test, h_test)
                           for q in (1 - d, 1.0, 1 + d)]
left = (S_plus - 2 * S_zero + S_minus) / d**2 - (S_plus - S_minus) / (2 * d)
right = -area_by_angle(p_test, h_test, lambda q: (1 - q) ** 2)
assert abs(left / right - 1) < 1e-4 and right < 0

# the spherical minimum loses energy when flattened at constant volume
s_m = minimum_size(0.93)
flat = 0.95
assert (spheroid_energy(s_m / np.sqrt(flat), s_m * flat, 0.93)
        < stationary_energy(s_m) / unit)


def spheroid_barrier(u):
    def valley(v):
        edge = v ** (1 / 3)
        out = minimize_scalar(
            lambda h: spheroid_energy(np.sqrt(v / h), h, u),
            bounds=(0.1 * edge, 0.9999 * edge), method="bounded",
            options={"xatol": 1e-9})
        return out.fun, out.x
    volumes = np.logspace(-1.5, 1.5, 61)
    values = np.array([valley(v)[0] for v in volumes])
    top = int(np.argmax(values))
    assert 0 < top < len(volumes) - 1
    out = minimize_scalar(lambda v: -valley(v)[0],
                          bounds=(volumes[top - 1], volumes[top + 1]),
                          method="bounded", options={"xatol": 1e-7})
    energy, h = valley(out.x)
    p = np.sqrt(out.x / h)
    dp = (spheroid_energy(p + 1e-5, h, u)
          - spheroid_energy(p - 1e-5, h, u)) / 2e-5
    dh = (spheroid_energy(p, h + 1e-5, u)
          - spheroid_energy(p, h - 1e-5, u)) / 2e-5
    assert abs(dp) < 1e-3 and abs(dh) < 1e-3
    assert spheroid_energy(100.0, np.sqrt(5 / 3) / u, u) < 0
    return energy * unit, p, h


W_sph, p_sph, h_sph = spheroid_barrier(1.0)
assert W_sph < barrier_at_Gc

# ---------- internal mixing reverses the fifth-power term ----------
R_mix = 0.5 * R_1
mixed = sphere_energy(R_mix, G_c,
                      lambda c: parent(c) - silicide(c_star), c_star)[0]
mixed_fifth = mixed - polynomial_energy(R_mix, 0.0)
mixed_formula = -2 * pi / 15 * density * parent_curv * G_c**2 * R_mix**5
assert abs(mixed_fifth / mixed_formula - 1) < 2e-3

# ---------- sizes of neglected effects ----------
def critical_with_tolman(delta):
    R = np.linspace(0.5, 3.0, 50001)
    slope = (4 * pi * gamma * (2 * R**3 + 6 * delta * R**2)
             / (R + 2 * delta) ** 2 - 4 * pi * g * R**2)
    ratio = -slope / (2 * pi / 3 * kappa * R**4)
    top = int(np.argmax(ratio))
    assert 0 < top < len(R) - 1
    return np.sqrt(ratio[top])


assert abs(critical_with_tolman(0.0) / G_c - 1) < 1e-6
tolman = 0.10                                   # nm
G_tol_plus = critical_with_tolman(tolman)
G_tol_minus = critical_with_tolman(-tolman)
shear, poisson, misfit = 60e9, 0.30, 0.01       # Pa, -, linear strain
strain_SI = 2 * shear * (1 + poisson) / (1 - poisson) * misfit**2
strain = strain_SI / e_charge * 1e-27           # eV/nm^3
strain_shift = (1 - strain / g) ** 1.5 - 1
spacing = 0.25                                  # nm
gradient_share = abs(omega) * spacing**2 * G_c**2 / f_star


def well_depth(u):
    return (stationary_energy(barrier_size(u))
            - stationary_energy(minimum_size(u)))


u_thermal = brentq(lambda u: well_depth(u) - kT, 0.5, 0.99999)

# ---------- worked example ----------
h_c = span / G_c
thick_stable, thick_meta, thick_none = 8.0, 6.3, 4.0
u_s, u_m, u_n = [h_c / h for h in (thick_stable, thick_meta, thick_none)]
assert u_s < u_zero < u_m < 1 < u_n < 2
assert not has_minimum(u_n * G_c, parabola, c_star)
reach = c_star + G_c * R_1 * u_s * minimum_size(u_s)
assert reach < c_right
W_none, p_none, h_none = spheroid_barrier(u_n)

print("INPUTS (rough typical magnitudes)")
print(f"temperature = {temperature:.2f} K, kT = {kT:.4f} eV")
print(f"interface energy = {gamma_SI:.2f} J/m^2 = {gamma:.4f} eV/nm^2")
print(f"atomic density = {density:.1f} atoms/nm^3")
print(f"parent interaction = {omega:.1f} eV/atom")
print(f"silicide curvature = {stiffness:.1f} eV/atom")
print(f"force at Si fraction {c_stoich:.4f} = {force_stoich:.3f} eV/atom")
print(f"layer Si fractions = {c_left:.2f} to {c_right:.2f}")
print("DRIVING FORCE")
print(f"best Si fraction c* = {c_star:.4f}")
print(f"largest force f* = {f_star:.5f} eV/atom")
print(f"parent curvature = {parent_curv:.3f} eV/atom")
print(f"net curvature alpha = {alpha:.3f} eV/atom")
print(f"g = {g:.4f} eV/nm^3, kappa = {kappa:.1f} eV/nm^3")
print("CRITICAL GRADIENT")
print(f"classical radius 2gamma/g = {2 * R_1 / 3:.4f} nm")
print(f"classical barrier W0 = {W_0:.4f} eV = {W_0 / kT:.2f} kT")
print(f"G_c formula = {G_c:.5f} per nm = {G_c * 1e7:.3e} per cm")
print(f"G_c by search = {G_search:.5f} per nm")
print(f"merging radius R1 = {R_1:.4f} nm")
print(f"atoms in sphere R1 = {density * volume_1:.0f}")
print(f"barrier at G_c = {barrier_at_Gc:.4f} eV"
      f" = {barrier_at_Gc / W_0:.4f} W0")
print(f"zero-energy gradient G0/G_c = {u_zero_search:.5f}")
print(f"film threshold / G_c = {G_film / G_c:.5f}")
print(f"layer thickness at G0 = {h_c / u_zero:.3f} nm")
print(f"layer thickness at G_c = {h_c:.3f} nm")
print(f"layer thickness at 2G_c = {h_c / 2:.3f} nm")
print(f"film half-thickness at 2G_c = {R_1 / 2:.3f} nm")
print("THREE LAYERS")
for h, u in ((thick_stable, u_s), (thick_meta, u_m)):
    s_b, s_m = barrier_size(u), minimum_size(u)
    print(f"{h:.1f} nm: G = {u * G_c:.5f} per nm, G/G_c = {u:.4f}")
    print(f"  barrier: R = {s_b * R_1:.4f} nm,"
          f" E = {stationary_energy(s_b):.4f} eV")
    print(f"  minimum: R = {s_m * R_1:.4f} nm,"
          f" E = {stationary_energy(s_m):.4f} eV")
print(f"{thick_none:.1f} nm: G/G_c = {u_n:.4f}, no spherical minimum")
print(f"  spheroid barrier = {W_none:.4f} eV = {W_none / kT:.2f} kT")
print(f"  half-axes: across {p_none * R_1:.3f}, along {h_none * R_1:.3f} nm")
print("NEGLECTED EFFECTS")
print(f"spheroid barrier at G_c = {W_sph:.4f} eV = {W_sph / W_0:.4f} W0")
print(f"  half-axes: across {p_sph * R_1:.3f}, along {h_sph * R_1:.3f} nm")
print(f"full force: window {c_low:.4f} to {c_high:.4f}")
print(f"full force: G_c = {G_full:.5f} per nm"
      f" ({100 * (G_full / G_c - 1):+.2f} %)")
print(f"Tolman length +{tolman:.2f} nm: G_c"
      f" {100 * (G_tol_plus / G_c - 1):+.1f} %")
print(f"Tolman length -{tolman:.2f} nm: G_c"
      f" {100 * (G_tol_minus / G_c - 1):+.1f} %")
print(f"strain inputs: {shear / 1e9:.0f} GPa, Poisson {poisson:.2f},"
      f" misfit {100 * misfit:.0f} %")
print(f"strain energy = {strain:.4f} eV/nm^3,"
      f" G_c {100 * strain_shift:+.1f} %")
print(f"parent gradient energy / f* = {100 * gradient_share:.2f} %"
      f" (spacing {spacing:.2f} nm)")
print(f"well depth equals kT at G/G_c = {u_thermal:.4f}")
print(f"R^5 term, mixed/polymorphic = {-parent_curv / alpha:.4f}")
print(f"mixing/layer diffusion time (same D) = {(R_1 / h_c)**2:.4f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
INPUTS (rough typical magnitudes)
temperature = 773.15 K, kT = 0.0666 eV
interface energy = 0.20 J/m^2 = 1.2483 eV/nm^2
atomic density = 70.0 atoms/nm^3
parent interaction = -2.0 eV/atom
silicide curvature = 24.0 eV/atom
force at Si fraction 0.6667 = 0.050 eV/atom
layer Si fractions = 0.30 to 0.85
DRIVING FORCE
best Si fraction c* = 0.7029
largest force f* = 0.06290 eV/atom
parent curvature = 4.319 eV/atom
net curvature alpha = 19.681 eV/atom
g = 4.4031 eV/nm^3, kappa = 1377.7 eV/nm^3
CRITICAL GRADIENT
classical radius 2gamma/g = 0.5670 nm
classical barrier W0 = 1.6811 eV = 25.23 kT
G_c formula = 0.09400 per nm = 9.400e+05 per cm
G_c by search = 0.09400 per nm
merging radius R1 = 0.8505 nm
atoms in sphere R1 = 180
barrier at G_c = 2.2695 eV = 1.3500 W0
zero-energy gradient G0/G_c = 0.86066
film threshold / G_c = 2.00000
layer thickness at G0 = 6.798 nm
layer thickness at G_c = 5.851 nm
layer thickness at 2G_c = 2.925 nm
film half-thickness at 2G_c = 0.425 nm
THREE LAYERS
8.0 nm: G = 0.06875 per nm, G/G_c = 0.7314
  barrier: R = 0.6281 nm, E = 1.8850 eV
  minimum: R = 1.6253 nm, E = -6.8128 eV
6.3 nm: G = 0.08730 per nm, G/G_c = 0.9287
  barrier: R = 0.7082 nm, E = 2.1001 eV
  minimum: R = 1.1088 nm, E = 1.5148 eV
4.0 nm: G/G_c = 1.4627, no spherical minimum
  spheroid barrier = 3.0410 eV = 45.64 kT
  half-axes: across 1.203, along 0.587 nm
NEGLECTED EFFECTS
spheroid barrier at G_c = 2.0696 eV = 1.2311 W0
  half-axes: across 0.734, along 0.570 nm
full force: window 0.6229 to 0.7829
full force: G_c = 0.09401 per nm (+0.00 %)
Tolman length +0.10 nm: G_c +15.3 %
Tolman length -0.10 nm: G_c -8.9 %
strain inputs: 60 GPa, Poisson 0.30, misfit 1 %
strain energy = 0.1391 eV/nm^3, G_c -4.7 %
parent gradient energy / f* = 1.76 % (spacing 0.25 nm)
well depth equals kT at G/G_c = 0.9813
R^5 term, mixed/polymorphic = -0.2195
mixing/layer diffusion time (same D) = 0.0211
ALL CHECKS PASSED
```
